# Rydberg lifetimes: n³ at fixed l, n⁵ for circular states: verification in Python

```python
"""
Spontaneous electric-dipole lifetimes of a one-electron Coulomb atom.
Result under test: at fixed l the lifetime grows as n^3, while circular
states (l = n-1) have lifetime -> 3 n^5 / (2 alpha^3). The n^5 law comes
from the closure of all decays to deep levels, not from the mere number
of open channels: l = n-2 states have two channels and also follow n^5.
Symbols: n, l initial quantum numbers; nf, lf final ones; u = r R(r);
omega photon energy; alpha fine-structure constant; rates and times in
Hartree atomic units; nuclear charge 1, fixed nucleus, no spin, T = 0.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.special import eval_genlaguerre, gammaln, jv
from sympy.physics.wigner import gaunt

alpha = fine_structure
time_unit_us = physical_constants["atomic unit of time"][0] * 1e6
LOW, HIGH = 30, 60

# Gauss-Legendre quadrature in sqrt(r) resolves both 1s and n = 60.
nodes, weights = np.polynomial.legendre.leggauss(900)
t = 0.5 * (nodes + 1.0)
r_max = 3.0 * HIGH**2 + 60.0
r = r_max * t**2
w = 0.5 * weights * 2.0 * r_max * t


@lru_cache(maxsize=None)
def u(n, l):
    x = 2.0 * r / n
    log_factor = (0.5 * (gammaln(n - l) - gammaln(n + l + 1))
                  - np.log(n) + (l + 1) * np.log(x) - x / 2)
    return np.exp(log_factor) * eval_genlaguerre(n - l - 1, 2 * l + 1, x)


def radial(n, l, nf, lf):
    return float(np.sum(w * r * u(n, l) * u(nf, lf)))


def photon(n, nf):
    return 0.5 / nf**2 - 0.5 / n**2


@lru_cache(maxsize=None)
def line(n, l, nf, lf):
    return (4 / 3 * alpha**3 * photon(n, nf)**3 * max(l, lf)
            / (2 * l + 1) * radial(n, l, nf, lf)**2)


def branch(n, l, lf):
    if lf < 0:
        return 0.0
    return sum(line(n, l, nf, lf) for nf in range(lf + 1, n))


@lru_cache(maxsize=None)
def total(n, l):
    return branch(n, l, l - 1) + branch(n, l, l + 1)


def circular_formula(n):
    log_rate = (4 * n * np.log(2) + (2 * n - 4) * np.log(n)
                + (2 * n - 2) * np.log(n - 1)
                - (4 * n - 1) * np.log(2 * n - 1))
    return alpha**3 / 3 * np.exp(log_rate)


def exponent(rate_low, rate_high):
    """Lifetime exponent over a doubling of the quantum number."""
    return np.log2(rate_low / rate_high)


# Wave functions: norm, orthogonality and mean radius.
for n, l in [(1, 0), (2, 1), (30, 1), (60, 0), (60, 10), (60, 59)]:
    assert abs(np.sum(w * u(n, l)**2) - 1) < 1e-8
    mean_r = np.sum(w * r * u(n, l)**2)
    assert abs(mean_r / ((3 * n**2 - l * (l + 1)) / 2) - 1) < 1e-8
assert abs(np.sum(w * u(60, 1) * u(30, 1))) < 1e-8

# Angular factor from explicit sums over final m and dipole components.
l_test = 3
for lf in range(1, 6):
    expected = max(l_test, lf) / (2 * l_test + 1) if abs(lf - l_test) == 1 else 0
    for m in range(l_test + 1):
        summed = 0.0
        for q in (-1, 0, 1):
            if abs(m + q) <= lf:
                g = float(gaunt(lf, 1, l_test, -(m + q), q, m))
                summed += 4 * np.pi / 3 * g**2
        assert abs(summed - expected) < 1e-12

# Circular states: quadrature against the closed formula and its limit.
for n in (2, 3, 5, 10, 30, 60):
    assert abs(total(n, n - 1) / circular_formula(n) - 1) < 1e-7
n_big = 1000
scaled = circular_formula(n_big) * n_big**5 * 3 / (2 * alpha**3)
first_correction = n_big * (scaled - 1)
assert abs(first_correction - 1) < 0.01

# Larmor power of a classical circular orbit with acceleration n^-4.
larmor = {}
for n in (LOW, HIGH):
    power = photon(n, n - 1) * total(n, n - 1)
    larmor[n] = power / (2 / 3 * alpha**3 * n**-8.0)
    assert abs(larmor[n] - 1) < 4 / n
assert abs(larmor[HIGH] - 1) < abs(larmor[LOW] - 1)

# Fixed l: zero-energy limit for p states, level by level.
zero_energy_p = np.sqrt(2 * r) * jv(3, np.sqrt(8 * r))


def limiting_line(nf):
    value = 0.0
    for lf in (0, 2):
        if lf < nf:
            integral = np.sum(w * r * u(nf, lf) * zero_energy_p)
            value += 4 / 3 * (0.5 / nf**2)**3 * max(1, lf) / 3 * integral**2
    return value


limit_1s = 256 / 18 * np.exp(-4)
scaled_1s = HIGH**3 * line(HIGH, 1, 1, 0) / alpha**3
assert abs(limiting_line(1) / limit_1s - 1) < 1e-7
assert abs(scaled_1s / limit_1s - 1) < 3 / HIGH**2

# Tail over final levels: leading power -7/3 with relative corrections
# of order nf^(-2/3), removed by extrapolating two successive doublings.
tail_early = -exponent(limiting_line(15), limiting_line(30))
tail_late = -exponent(limiting_line(30), limiting_line(60))
tail_limit = tail_late + (tail_late - tail_early) / (2**(2 / 3) - 1)
assert abs(tail_late + 7 / 3) < abs(tail_early + 7 / 3)
assert abs(tail_limit + 7 / 3) < 0.05  # next order, nf^(-4/3), remains
p_limit = sum(limiting_line(nf) for nf in range(1, HIGH + 1))
p_limit += limiting_line(HIGH) * (0.75 * HIGH - 0.5)
p_scaled = HIGH**3 * total(HIGH, 1) / alpha**3
assert abs(p_scaled / p_limit - 1) < 0.01

# Growth exponents at finite n, close to their limiting integers.
fixed_l = {l: exponent(total(LOW, l), total(HIGH, l)) for l in (0, 1, 2, 3, 10)}
assert all(abs(value - 3) < 0.1 for value in fixed_l.values())
circular_exp = exponent(total(LOW, LOW - 1), total(HIGH, HIGH - 1))
near_exp = exponent(total(LOW, LOW - 2), total(HIGH, HIGH - 2))
assert abs(circular_exp - 5) < 0.15 and abs(near_exp - 5) < 0.15


# Which lines carry which power law?
def p_neighbour(n):
    return line(n, 1, n - 1, 0) + line(n, 1, n - 1, 2)


neighbour_exp = exponent(p_neighbour(LOW), p_neighbour(HIGH))
deep_exp = exponent(line(LOW, 1, 1, 0), line(HIGH, 1, 1, 0))
assert abs(neighbour_exp - 5) < 0.15 and abs(deep_exp - 3) < 0.02
second_share = {n: line(n, n - 2, n - 2, n - 3) / total(n, n - 2)
                for n in (LOW, HIGH)}
assert abs(second_share[LOW] / second_share[HIGH] - 2) < 0.3


# Radiation-reaction estimate joining the two limits.
def estimate(n, l):
    return 2 * alpha**3 / (3 * n**3 * l * (l + 1))


ratios = [total(LOW, l) / estimate(LOW, l) for l in range(1, LOW)]
assert max(abs(value - 1) for value in ratios) < 0.15
down, up = branch(HIGH, 10, 9), branch(HIGH, 10, 11)
net_ratio = (down - up) / estimate(HIGH, 10)
sum_ratio = (down + up) / estimate(HIGH, 10)
assert abs(net_ratio - 1) < 0.1  # semiclassical error of order 1/l

print(f"fine-structure constant: {alpha:.9f}")
print(f"atomic unit of time: {time_unit_us:.6e} microseconds")
for n in (LOW, HIGH):
    for name, l in (("p", 1), ("circular", n - 1)):
        tau = 1 / total(n, l)
        print(f"lifetime n={n} {name}: {tau:.5e} a.u.")
        print(f"  converted: {tau * time_unit_us:.5g} microseconds")
for n in (LOW, HIGH):
    print(f"circular photon energy n={n}: {photon(n, n-1):.5e} hartree")
    print(f"circular R/n^2 n={n}: {abs(radial(n,n-1,n-1,n-2))/n**2:.5f}")
    print(f"np-1s photon energy n={n}: {photon(n, 1):.6f} hartree")
    print(f"circular power / Larmor power n={n}: {larmor[n]:.5f}")
growth_p = total(LOW, 1) / total(HIGH, 1)
growth_c = total(LOW, LOW - 1) / total(HIGH, HIGH - 1)
print(f"p lifetime growth n=30 to 60: factor {growth_p:.4f}")
print(f"circular lifetime growth n=30 to 60: factor {growth_c:.4f}")
print(f"n^3 guess too short for circular n=60: factor {growth_c/8:.4f}")
for l, value in fixed_l.items():
    print(f"lifetime exponent 30-60, l={l}: {value:.4f}")
print(f"lifetime exponent 30-60, l=n-2: {near_exp:.4f}")
print(f"lifetime exponent 30-60, l=n-1: {circular_exp:.4f}")
print(f"circular 1/n rate correction, n=1000: {first_correction:.5f}")
print(f"inverse-rate exponent, np to 1s: {deep_exp:.4f}")
print(f"inverse-rate exponent, np to level n-1: {neighbour_exp:.4f}")
for n in (LOW, HIGH):
    print(f"np share to 1s, n={n}: {line(n,1,1,0)/total(n,1):.5f}")
    print(f"np share to level n-1, n={n}: {p_neighbour(n)/total(n,1):.4e}")
    print(f"l=n-2 share to level n-2, n={n}: {second_share[n]:.5f}")
print(f"n^3 A/alpha^3, np-1s: n=60 {scaled_1s:.6f}, limit {limit_1s:.6f}")
print(f"n^3 A/alpha^3, p total: n=60 {p_scaled:.5f}, limit {p_limit:.5f}")
print(f"final-level tail exponent, 15-30: {tail_early:.4f}")
print(f"final-level tail exponent, 30-60: {tail_late:.4f}")
print(f"final-level tail exponent, extrapolated: {tail_limit:.4f}")
print(f"rate/estimate, n=30, l=1..29: {min(ratios):.4f} to {max(ratios):.4f}")
print(f"n=60 l=10 net l loss/estimate: {net_ratio:.4f}")
print(f"n=60 l=10 total rate/estimate: {sum_ratio:.4f}")
print(f"n=60 l=10 share raising l: {up/(up+down):.5f}")
print("OK")
```

It prints:

```
fine-structure constant: 0.007297353
atomic unit of time: 2.418884e-11 microseconds
lifetime n=30 p: 2.05584e+11 a.u.
  converted: 4.9728 microseconds
lifetime n=30 circular: 9.06862e+13 a.u.
  converted: 2193.6 microseconds
lifetime n=60 p: 1.64181e+12 a.u.
  converted: 39.713 microseconds
lifetime n=60 circular: 2.95167e+15 a.u.
  converted: 71397 microseconds
circular photon energy n=30: 3.89748e-05 hartree
circular R/n^2 n=30: 0.95021
np-1s photon energy n=30: 0.499444 hartree
circular power / Larmor power n=30: 1.08845
circular photon energy n=60: 4.74800e-06 hartree
circular R/n^2 n=60: 0.97505
np-1s photon energy n=60: 0.499861 hartree
circular power / Larmor power n=60: 1.04291
p lifetime growth n=30 to 60: factor 7.9861
circular lifetime growth n=30 to 60: factor 32.5482
n^3 guess too short for circular n=60: factor 4.0685
lifetime exponent 30-60, l=0: 2.9733
lifetime exponent 30-60, l=1: 2.9975
lifetime exponent 30-60, l=2: 2.9942
lifetime exponent 30-60, l=3: 2.9903
lifetime exponent 30-60, l=10: 2.9613
lifetime exponent 30-60, l=n-2: 5.0754
lifetime exponent 30-60, l=n-1: 5.0245
circular 1/n rate correction, n=1000: 1.00088
inverse-rate exponent, np to 1s: 3.0008
inverse-rate exponent, np to level n-1: 5.0010
np share to 1s, n=30: 0.77132
np share to level n-1, n=30: 4.6274e-04
l=n-2 share to level n-2, n=30: 0.12887
np share to 1s, n=60: 0.76955
np share to level n-1, n=60: 1.1541e-04
l=n-2 share to level n-2, n=60: 0.06555
n^3 A/alpha^3, np-1s: n=60 0.260537, limit 0.260489
n^3 A/alpha^3, p total: n=60 0.33856, limit 0.33880
final-level tail exponent, 15-30: -2.1889
final-level tail exponent, 30-60: -2.2299
final-level tail exponent, extrapolated: -2.2997
rate/estimate, n=30, l=1..29: 0.9999 to 1.0773
n=60 l=10 net l loss/estimate: 1.0084
n=60 l=10 total rate/estimate: 1.0807
n=60 l=10 share raising l: 0.03344
OK
```
